\section*{Why locally dense basis sets work for nuclear shielding}

\section{What the nucleus weighs}

Q: I want the shielding of one carbon in a long molecule. I am told to put a good basis on that carbon and its neighbours and a poor one elsewhere. Why should the poor part not spoil the answer?

A: Start from what the shielding measures. A uniform field $\mathbf B$ induces an electric current density $\mathbf j(\mathbf r)$, and we keep the part linear in $B$. Put the origin of $\mathbf r$ at the observed nucleus. The Biot--Savart law contains $\mathbf j\times(\mathbf 0-\mathbf r)=\mathbf r\times\mathbf j$, so the induced field at the nucleus is
\begin{equation}
\mathbf B_{\rm ind}=\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}\,dV .
\end{equation}
The shielding tensor is defined by $\mathbf B_{\rm ind}=-\boldsymbol\sigma\mathbf B$. Let $\mathbf j_\alpha$ be the current when the field lies along the unit vector $\mathbf e_\alpha$. One third of the trace is
\begin{equation}
\sigma_{\rm iso}=-\frac{\mu_0}{4\pi}\frac{1}{3B}\sum_\alpha \mathbf e_\alpha\cdot\int\frac{\mathbf r\times\mathbf j_\alpha}{r^3}\,dV .
\label{iso}
\end{equation}

Q: Where is the vector potential of the nucleus in this?

A: A nuclear moment $\mathbf m$ produces
\begin{equation}
\mathbf A_N=\frac{\mu_0}{4\pi}\frac{\mathbf m\times\mathbf r}{r^3},\qquad |\mathbf A_N|\le\frac{\mu_0 m}{4\pi r^2}.
\end{equation}
Its interaction with the current follows from the cyclic rule $\mathbf j\cdot(\mathbf m\times\mathbf r)=\mathbf m\cdot(\mathbf r\times\mathbf j)$:
\begin{equation}
-\int\mathbf j\cdot\mathbf A_N\,dV=-\mathbf m\cdot\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}dV=-\mathbf m\cdot\mathbf B_{\rm ind}.
\end{equation}
The weight in Eq.~\eqref{iso} is therefore the nuclear vector potential per unit moment.

Q: And the basis error?

A: Compare a calculation that has some coarse atoms with one that is dense everywhere, at the same geometry. Call the difference of their currents $\Delta\mathbf j$. Equation~\eqref{iso} is linear in $\mathbf j$, so $\Delta\sigma_{\rm iso}$ is the same integral with $\Delta\mathbf j$ in place of $\mathbf j$. Since $|\mathbf e_\alpha\cdot(\mathbf r\times\Delta\mathbf j_\alpha)|\le r|\Delta\mathbf j_\alpha|$,
\begin{equation}
|\Delta\sigma_{\rm iso}|\le\frac{\mu_0}{4\pi}\frac{1}{3B}\sum_\alpha\int\frac{|\Delta\mathbf j_\alpha|}{r^2}\,dV .
\label{bound}
\end{equation}
For a small group $g$ at a large distance $d_g$, the factor $1/r^2$ is nearly constant, and the group's share of the bound is
\begin{equation}
W_g\simeq\frac{\mu_0}{4\pi}\frac{I_g}{d_g^2},\qquad I_g=\frac{1}{3B}\sum_\alpha\int_g|\Delta\mathbf j_\alpha|\,dV .
\label{group}
\end{equation}

Q: A long chain has many distant groups. Does their sum stay small?

A: Suppose that each group has the same $I$ and that the groups lie at distances $na$ on a line. Beyond $R=Ma$,
\begin{equation}
\sum_{n>M}\frac{I}{(na)^2}<\frac{I}{a^2}\int_M^\infty\frac{dn}{n^2}=\frac{I}{a^2M}=\frac{I}{aR}.
\end{equation}
The summed bound falls as $1/R$. In three dimensions, with $\rho$ groups per volume out to a radius $L$, the same estimate gives $\int_R^L(I/r^2)\,4\pi r^2\rho\,dr=4\pi\rho I(L-R)$, which grows with $L$. There the weight $1/r^2$ does not suffice, and one must use the directions of the error currents.

Q: What do the directions change?

A: Write $\mathbf r=\mathbf d+\mathbf s$, with $\mathbf s$ measured from the group's centre, and expand for $s\ll d$:
\begin{equation}
\frac{\mathbf r}{r^3}=\frac{\mathbf d}{d^3}+\left[\frac{\mathbf s}{d^3}-\frac{3\mathbf d(\mathbf d\cdot\mathbf s)}{d^5}\right]+O\!\left(\frac{s^2}{d^4}\right).
\end{equation}
The first term multiplies the net current $\int\Delta\mathbf j\,dV$. If $\nabla\cdot\Delta\mathbf j=0$, then $\nabla\cdot(s_k\Delta\mathbf j)=\Delta j_k$. The volume integral of the left side is a surface integral, which vanishes for a current confined to the group. The leading field is then of order $1/d^3$. A numerical test gives a far-field power of $-3.00$ for a closed loop and $-1.99$ for an open arc. A finite basis need not conserve current, and current can flow between bonded groups, so $1/d^2$ is the safe estimate for a piece of a molecule. Even a $1/d^3$ law would not settle the three-dimensional case by size alone: $\int_R^L r^{-3}\,4\pi r^2\,dr=4\pi\ln(L/R)$ still grows with $L$, so there the fields of different groups must also cancel one another.

\section{What keeps the remote error from growing}

Q: You assumed that $I_g$ is the same for every group. Why should it not increase with distance?

A: That depends on the treatment of the gauge. With electron charge $-e$, the kinetic momentum is $\boldsymbol\pi=\mathbf p+e\mathbf A$. For this argument let $\mathbf r$ have an arbitrary fixed origin, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. A London orbital attaches a phase to the function $\chi_\mu$ centred at $\mathbf R_\mu$:
\begin{equation}
\omega_\mu=e^{-i\theta_\mu}\chi_\mu,\qquad \theta_\mu=\frac{e}{2\hbar}\mathbf B\cdot(\mathbf R_\mu\times\mathbf r)=\frac{e}{2\hbar}(\mathbf B\times\mathbf R_\mu)\cdot\mathbf r .
\end{equation}
The momentum $\mathbf p=-i\hbar\nabla$ acting on the phase gives $-\hbar\nabla\theta_\mu=-\tfrac e2\mathbf B\times\mathbf R_\mu$. Adding $e\mathbf A$,
\begin{equation}
\boldsymbol\pi\,\omega_\mu=e^{-i\theta_\mu}\left[\mathbf p+\frac e2\mathbf B\times(\mathbf r-\mathbf R_\mu)\right]\chi_\mu .
\label{pi}
\end{equation}
The field term contains the distance from the function's own centre, which is as small at the far end of the chain as at the near end.

Q: The relative phases of two functions still contain $\mathbf r$. Does the origin come back through them?

A: We can follow it. Let the density matrix be $D+iD^{(1)}$, where $D$ is real and symmetric and $D^{(1)}$ is real, antisymmetric and linear in $B$. The current is $-(e/m_e)$ times the real part of $\sum_{\mu\nu}(D+iD^{(1)})_{\mu\nu}\,\omega_\nu^*\boldsymbol\pi\omega_\mu$. Expand the phase factor $e^{i(\theta_\nu-\theta_\mu)}$ to first order and use $i(-i\hbar)=\hbar$:
\begin{align}
\mathbf j=-\frac{e}{m_e}\sum_{\mu\nu}\Big\{&\frac e2D_{\mu\nu}\chi_\nu\chi_\mu\,\mathbf B\times(\mathbf r-\mathbf R_\mu)\nonumber\\
&+\frac e2D_{\mu\nu}\,\mathbf B\cdot[(\mathbf R_\nu-\mathbf R_\mu)\times\mathbf r]\,\chi_\nu\nabla\chi_\mu\nonumber\\
&+\hbar D^{(1)}_{\mu\nu}\chi_\nu\nabla\chi_\mu\Big\}.
\label{current}
\end{align}
Now move the whole molecule by $\mathbf c$. The phase contains
\begin{equation}
(\mathbf R_\mu+\mathbf c)\times(\mathbf r+\mathbf c)=\mathbf R_\mu\times\mathbf r+\mathbf R_\mu\times\mathbf c+\mathbf c\times\mathbf r .
\end{equation}
The last term is the same for all functions and is the gauge change that compensates the change of $\mathbf A$. The middle term is a constant phase for each function, which the orbital coefficients absorb. This changes $\hbar D^{(1)}_{\mu\nu}$ by $\tfrac e2D_{\mu\nu}\mathbf B\cdot[(\mathbf R_\mu-\mathbf R_\nu)\times\mathbf c]$. The second line of Eq.~\eqref{current} changes by the opposite amount, so the current moves rigidly with the molecule.

Q: What would happen with ordinary functions and one gauge origin at my nucleus?

A: The orbitals themselves would then have to supply the missing phase. To first order it is $-\tfrac{ie}{2\hbar}(\mathbf B\times\mathbf R_\mu)\cdot\mathbf r\,\chi_\mu$, with $\mathbf R_\mu$ measured from the gauge origin. Its size grows in proportion to that distance, and it requires functions such as $x\chi_\mu$, which a small basis represents poorly. The error current can therefore grow along the chain and offset part of the $1/r^2$ weight.

Q: How is $D^{(1)}$ obtained?

A: I use closed-shell Hartree--Fock theory. The field perturbation is imaginary, so write $F+iF^{(1)}$ and $S+iS^{(1)}$ for the Fock and overlap matrices, and $C(1+iU)$ for the coefficients, with $F^{(1)}$, $S^{(1)}$ and $U$ real. In the basis of unperturbed orbitals, the first-order part of $FC=SC\varepsilon$ between an empty orbital $a$ and an occupied orbital $i$ is
\begin{equation}
F^{(1)}_{ai}+\varepsilon_aU_{ai}=\varepsilon_i\left(S^{(1)}_{ai}+U_{ai}\right),
\end{equation}
and therefore
\begin{equation}
U_{ai}=-\frac{F^{(1)}_{ai}-\varepsilon_iS^{(1)}_{ai}}{\varepsilon_a-\varepsilon_i}.
\end{equation}
Orthonormality requires $U_{ij}-U_{ji}+S^{(1)}_{ij}=0$ for occupied pairs. As $S^{(1)}$ is antisymmetric, $U_{ij}=-\tfrac12S^{(1)}_{ij}$ satisfies this. With two electrons per orbital,
\begin{equation}
D^{(1)}_{\mu\nu}=2\sum_i\left[(CU)_{\mu i}C_{\nu i}-C_{\mu i}(CU)_{\nu i}\right].
\end{equation}
$F^{(1)}$ collects the first-order London terms of the one- and two-electron integrals and the exchange produced by $D^{(1)}$. The Coulomb term of $D^{(1)}$ vanishes, because an antisymmetric matrix is summed with integrals symmetric in the same two indices. Exchange makes $F^{(1)}$ depend on $U$, so the equations are iterated.

\section{A chain with two equal ends}

Q: Can you separate the effect of distance from the chemistry of the groups?

A: All-trans pentane does this, because its ends are equivalent by symmetry. I observe the terminal carbon C1. The C--C and C--H lengths are set to 1.53 and 1.09~\AA, with tetrahedral angles. The dense basis is 6-31G* with five $d$ functions per carbon, the coarse one is 3-21G, and the Hartree--Fock calculation uses density fitting. First let every atom be coarse and compare with every atom dense. Smooth atomic cells divide the integrals among the groups, so the group values, unlike their sum, depend on how the cells are drawn:
\begin{center}
\begin{tabular}{ccccc}
group & $d_g$ (\AA) & $I_g$ & $W_g$ (ppm) & share of $\Delta\sigma$ (ppm)\\
1 & 0 & 0.542 & 21.68 & $+13.24$\\
2 & 1.53 & 0.522 & 1.92 & $+0.27$\\
3 & 2.50 & 0.507 & 0.78 & $+0.08$\\
4 & 3.85 & 0.522 & 0.34 & $+0.04$\\
5 & 5.00 & 0.542 & 0.20 & $+0.03$
\end{tabular}
\end{center}
Here $I_g$ is in $10^{-18}$~A\,m\,T$^{-1}$, and $W_g$ is the integral of Eq.~\eqref{bound} over the group. The two ends carry the same amount of error current, as symmetry and origin independence require. Their bounds differ by a factor $21.68/0.204\approx106$ and their actual shares by $13.24/0.0287\approx460$. The first factor is the $1/r^2$ weight; the remaining factor, about 4 with these cells, comes from the directions of the currents and their cancellation.

Q: Is the $1/r^2$ law visible in the numbers themselves?

A: Only in part. The column $W_g$ contains the weight $1/r^2$ by construction, so it can test only whether a group acts as a point. Define an effective distance by making Eq.~\eqref{group} an equality. For group 5 it is 5.15~\AA, against a geometric distance of 5.00~\AA, so with the geometric distance Eq.~\eqref{group} holds to about 6\% of $W_5$. The effective value returns the tabulated bound by definition:
\begin{equation}
W_5=10^{-7}\,\frac{0.542\times10^{-18}}{(5.15\times10^{-10})^2}\approx2.0\times10^{-7}=0.20\ {\rm ppm}.
\end{equation}
The signed shares do not contain the bound by construction and are the better test, although they too are values for one choice of cells. From group 2 to group 5 they drop by a factor of 9.3, while $d^2$ grows by 10.7 and $d^3$ by 35. This closeness to $d^2$ depends on the endpoints: step by step the shares drop by 3.2, 2.1 and 1.4 while $d^2$ grows by 2.7, 2.4 and 1.7, so the local power drifts from about 2.4 to 1.2 and no single power describes them. The faster law of closed currents is not seen at these distances. Currents crossing the cell boundaries may be the reason, but I have not tested that.

Q: And with a common gauge origin?

A: For propane, with the origin at C1, the far end carries about six times the error current of the near end, although the two ends are chemically equivalent. The exact factor depends on the cells, but the growth away from the origin is clear. The bases are the same two as before.

\section{Error against the dense radius}

Q: Now the practical question. How does the error fall as I enlarge the dense region?

A: The radius below is the distance from C1 to the last dense carbon; each carbon takes its hydrogens with it. Errors are relative to the full 6-31G* value of 183.54~ppm, obtained with the cc-pVDZ-jkfit fitting basis. The larger cc-pVTZ-jkfit set moves this reference to 183.56~ppm and the all-coarse error to $+13.65$~ppm, and leaves the one-group error at $-0.09$~ppm.
\begin{center}
\begin{tabular}{cccc}
dense groups & radius (\AA) & basis functions & error (ppm)\\
0 & none & 69 & $+13.66$\\
1 & 0 & 74 & $-0.09$\\
2 & 1.53 & 79 & $-0.11$\\
3 & 2.50 & 84 & $+0.10$\\
5 & 5.00 & 94 & reference
\end{tabular}
\end{center}
Making the observed methyl group dense removes more than 99\% of the error. Beyond that there is no steady decrease up to 2.50~\AA: the error stays near 0.1~ppm and changes sign.

Q: That does not look like $1/R$.

A: It need not. The $1/R$ estimate is an upper bound, not a value, and it covers only the direct part of the error, which comes from $\Delta\mathbf j$ inside the coarse region. There is also an indirect part: coarse neighbours alter the current inside the dense region, which surrounds the nucleus and so includes the largest weights. Dividing the integral gives
\begin{align}
\text{1 dense group:}\quad&-0.29+0.20=-0.09\ {\rm ppm},\\
\text{2 dense groups:}\quad&-0.19+0.08=-0.11\ {\rm ppm},
\end{align}
with the indirect part first. The sums do not depend on the choice of atomic cells, but the two parts do. The direct part falls by a factor of about 2.6 when the second group becomes dense. With these cells the indirect part is larger in both cases and falls more slowly. The total is small partly through cancellation, which explains why its size can rise slightly while both parts shrink.

Q: Could I have predicted the direct part from the all-coarse table?

A: Only its order of magnitude. Groups 2 to 5 contribute $0.27+0.08+0.04+0.03=0.42$~ppm there, but 0.20~ppm once group 1 is dense. The error current of a group depends on the basis of its neighbours, so the shares are not additive.

Q: Then what justifies the method?

A: Three conditions together. The nuclear vector potential gives a remote error current little weight. London orbitals keep that current from growing with distance from a gauge origin. Finally, the current near the nucleus must be insensitive to the remote basis. The third condition is a property of the molecule and of the two bases, and Eq.~\eqref{bound} does not supply it. In this saturated chain, with 6-31G* and 3-21G and these cells, it holds to a few tenths of a ppm; no other pair of bases was tried. Where the induced current circulates through the whole molecule, a coarse segment could alter the current near the nucleus, and the pentane result gives no assurance.

Q: How should I choose the radius for my own molecule?

A: Decide what error you can accept, then enlarge the dense region by more than one step. Because the two parts can cancel, a single small change does not prove convergence. Here one dense group would do for a tolerance of 0.5~ppm, whereas for 0.05~ppm none of the partial regions I computed is enough. These figures measure the mixing of bases alone. The error of 6-31G* itself, electron correlation, vibration and solvent are left out, so 183.54~ppm is a reference for this comparison and not a prediction of your measurement. The numerical output lists these values with more digits and the checks on the London matrices and currents.

\section*{Calculated quantities}
\begin{verbatim}
C-C 1.53 angstrom, C-H 1.09 angstrom, angles 109.47 degrees
dense basis 6-31g*, coarse basis 3-21g
alpha^2 = 53.2514 ppm (atomic-unit prefactor)
Pentane, C1: dense groups, radius/angstrom, functions, sigma/ppm, error/ppm
  0  none  69  197.198  +13.6575
  1  0.000  74  183.450  -0.0898
  2  1.530  79  183.428  -0.1123
  3  2.498  84  183.642  +0.1021
  5  4.997  94  183.540  +0.0000
Error split by quadrature: dense groups, dense part, coarse part, sum (ppm)
  0  +0.0000  +13.6582  +13.6582
  1  -0.2867  +0.1969  -0.0898
  2  -0.1890  +0.0766  -0.1124
All-coarse minus all-dense current, by group:
  group, distance/angstrom, effective distance/angstrom,
  integrated |dj|/B in 1e-18 A m/T, bound/ppm, contribution/ppm
  1  0.000  0.500  0.5422  21.6778  +13.2394
  2  1.530  1.648  0.5218  1.9212  +0.2677
  3  2.498  2.544  0.5071  0.7834  +0.0831
  4  3.850  3.941  0.5218  0.3359  +0.0393
  5  4.997  5.151  0.5422  0.2043  +0.0287
London error current, C5 end / C1 end (pentane): 1.0000
Common-gauge error current, C3 end / C1 end (propane): 6.223
Far-field power: closed loop -3.000, open arc -1.994
H2 proton: London 26.527 ppm, common gauge 26.424 ppm
Water, change of shielding on translation: 3.6e-07 ppm
Water, Biot-Savart minus analytic, largest: 3.8e-06 ppm
Water, one-electron London matrix error: 1.0e-05 a.u.
Water, relative two-electron fitting error: 3.4e-06
\end{verbatim}
